# Relaxation modes of a dopant–vacancy pair in a rock-salt crystal

## Problem

A divalent dopant replaces a monovalent cation in a rock-salt crystal and binds one cation vacancy. In units of half the cubic cell edge $a_0$, the vacancy may sit on any of the 12 first-shell sites of type $(110)$ or the 6 second-shell sites of type $(200)$ around the dopant. The rates per route are

- $w_1$: first shell to a neighbouring first-shell site;
- $w_2$: exchange of dopant and vacancy;
- $w_3$: first shell to second shell;
- $w_4$: second shell to first shell.

Pairs are dilute and do not dissociate.

(a) Reduce the permutation representation of the 18 sites under $O_h$.
(b) Find all relaxation rates.
(c) Decide which modes respond to a weak uniform electric field and which to a weak traceless stress.
(d) Find how strongly each mode contributes.
(e) Evaluate the results for calcium-doped sodium chloride at 350 K, with rough parameters.

## Solution

### (a) Reduction

The character of a permutation representation is the number of sites an operation leaves in place. A rotation fixes the sites on its axis and a reflection those in its plane. Below, $C_2$ is a half-turn about a cube axis and $C_2'$ one about a $(110)$ axis. The classes not listed ($8C_3$, $i$, $6S_4$, $8S_6$) fix no site.

| | $E$ | $6C_2'$ | $6C_4$ | $3C_2$ | $3\sigma_h$ | $6\sigma_d$ |
|---|---|---|---|---|---|---|
| first shell | 12 | 2 | 0 | 0 | 4 | 2 |
| second shell | 6 | 0 | 2 | 2 | 4 | 2 |
| $A_{1g}$ | 1 | 1 | 1 | 1 | 1 | 1 |
| $E_g$ | 2 | 0 | 0 | 2 | 2 | 0 |
| $T_{2g}$ | 3 | 1 | −1 | −1 | −1 | 1 |
| $T_{1u}$ | 3 | −1 | 1 | −1 | 1 | 1 |
| $T_{2u}$ | 3 | 1 | −1 | −1 | 1 | −1 |

The multiplicity of a representation with character $\chi$ is the class-weighted product with the site row, divided by 48. For the first shell every nonzero class contributes a weight of 12, so

$$n_1=\tfrac14\left[\chi(E)+\chi(C_2')+\chi(\sigma_h)+\chi(\sigma_d)\right].$$

This equals 1 for each of the five representations listed. Their dimensions add to $1+2+3+3+3=12$, so nothing else is present. For the second shell,

$$n_2=\tfrac18\left[\chi(E)+2\chi(C_4)+\chi(C_2)+2\chi(\sigma_h)+2\chi(\sigma_d)\right],$$

which equals 1 for $A_{1g}$, $E_g$ and $T_{1u}$, with dimensions $1+2+3=6$. Hence

$$\Gamma=2A_{1g}+2E_g+T_{2g}+2T_{1u}+T_{2u}.$$

### (b) Relaxation rates

The site probabilities obey $\dot p=-Kp$. Since $K$ commutes with every symmetry operation, it does not mix different representations. A representation that occurs $n$ times gives an $n\times n$ block and $n$ rates, each shared by all partners of the multiplet. "Mode" below means one such rate.

The site $(1,0,1)$ has four $w_1$ routes, to $(1,\pm1,0)$ and $(0,\pm1,1)$; two $w_3$ routes, to $(2,0,0)$ and $(0,0,2)$; and one exchange. Exchange puts the dopant where the vacancy was, so the pair vector $\mathbf r$ becomes $-\mathbf r$. The total loss rate is $4w_1+w_2+2w_3$. A second-shell site loses at $4w_4$.

**$T_{1u}$.** Let the deviation from equilibrium be $a\,z$ in the first shell and $b\,\mathrm{sign}(z)$ in the second. At $(1,0,1)$ the four neighbours have values $0,0,a,a$, the inverted site has $-a$, and the second-shell neighbours have $0$ and $b$:

$$\dot a=-(4w_1+w_2+2w_3)a+2w_1a-w_2a+w_4b=-2(w_1+w_2+w_3)a+w_4b .$$

At $(0,0,2)$ all four first-shell neighbours have value $a$, so $\dot b=4w_3a-4w_4b$.

**$E_g$.** Use the pattern $2z^2-x^2-y^2$: the first shell has $a$ at $(1,0,1)$ and $-2a$ at $(1,1,0)$; the second has $2b$ at $(0,0,2)$ and $-b$ at $(2,0,0)$. At $(1,0,1)$ the $w_1$ neighbours sum to $-2a-2a+a+a=-2a$, the inverted site has $+a$, and the second-shell neighbours sum to $b$:

$$\dot a=-(4w_1+w_2+2w_3)a-2w_1a+w_2a+w_4b=-(6w_1+2w_3)a+w_4b .$$

At $(0,0,2)$, $2\dot b=-8w_4b+4w_3a$, so $\dot b=2w_3a-4w_4b$.

A block $\begin{pmatrix}P&-Q\\-R&S\end{pmatrix}$ has eigenvalues $\frac{P+S}{2}\pm\sqrt{\left(\frac{P-S}{2}\right)^2+QR}$. Therefore

$$\lambda_{T_{1u}}=w_1+w_2+w_3+2w_4\pm\sqrt{(w_1+w_2+w_3-2w_4)^2+4w_3w_4},$$

$$\lambda_{E_g}=3w_1+w_3+2w_4\pm\sqrt{(3w_1+w_3-2w_4)^2+2w_3w_4}.$$

The roots are distinct because $w_3w_4>0$.

**$T_{2g}$.** The pattern $xz$ lives in the first shell alone. At $(1,0,1)$ it is 1, its four neighbours have 0, and the inverted site has 1. The return by exchange cancels the loss by exchange:

$$\lambda_{T_{2g}}=4w_1+2w_3 .$$

**$T_{2u}$.** The pattern $z(x^2-y^2)$ is 1 at $(1,0,1)$, $-1$ at $(0,\pm1,1)$, 0 at $(1,\pm1,0)$, and $-1$ at the inverted site. Both return terms add to the loss, giving $\lambda_{T_{2u}}=6w_1+2w_2+2w_3$.

**$A_{1g}$.** With uniform values in each shell, $\dot a=-2w_3a+2w_4b$ and $\dot b=4w_3a-4w_4b$. The determinant vanishes, so the rates are 0, which expresses conservation of pairs, and the trace $2w_3+4w_4$, which is exchange of population between shells.

As a check, the sum of all 18 eigenvalues is $48w_1+12w_2+24w_3+24w_4$. This equals the sum of the site loss rates, $12(4w_1+w_2+2w_3)+6(4w_4)$.

### (c) Selection rules

Let $p_1$ and $p_2$ be the equilibrium populations per site; detailed balance requires $p_1w_3=p_2w_4$. A weak perturbation with site energies $u_i$ shifts the equilibrium by $-p_i(u_i-\langle u\rangle)/k_BT$. Since $p_i$ is constant within each shell, this shift has the symmetry of $u$, and to first order it relaxes with the unperturbed $K$.

A field along $z$ gives $u\propto z$, which is pure $T_{1u}$. There are thus **two dielectric modes**.

For stress, $u_i=-\sum_{jk}\Lambda^{(i)}_{jk}\sigma_{jk}$, where the elastic dipole tensor $\Lambda^{(i)}$ rotates with its site. A traceless stress contains only $E_g$ and $T_{2g}$ parts, and $u$ inherits them. This gives **two $E_g$ elastic modes and one $T_{2g}$ elastic mode**. At $(0,0,2)$ the fourfold axis forces $\Lambda$ to be diagonal, so the second shell does not feel $T_{2g}$ shear.

Exchange is absent from both elastic symmetries because $\mathbf r$ and $-\mathbf r$ have the same elastic dipole.

The relaxing $A_{1g}$ mode responds to pressure if the two shells have different traces of $\Lambda$. Ordinary tension has a hydrostatic part, so tension along $\langle100\rangle$ can excite $A_{1g}$ as well as $E_g$, and tension along $\langle111\rangle$ can excite $A_{1g}$ as well as $T_{2g}$. The $T_{2u}$ mode is silent to uniform field and stress at this order.

### (d) Mode strengths

After a field is removed, the dipole decays as $C(t)=\sum_k g_ke^{-\lambda_kt}$ with $\sum_k g_k=1$. The response to an alternating field, relative to the static one, is

$$1-i\omega\int_0^\infty C(t)e^{-i\omega t}dt=\sum_k\frac{g_k}{1+i\omega/\lambda_k}.$$

The initial slope fixes the weights. The starting deviation is proportional to $p_iz_i$, so $a=p_1$ and $b=2p_2$. Applying the $T_{1u}$ block and using $p_2w_4=p_1w_3$ gives

$$-\dot a=2(w_1+w_2)p_1,\qquad -\dot b=-4w_3p_1+8w_4p_2=4w_4p_2 .$$

Eight first-shell sites have $|z|=1$ and two second-shell sites have $|z|=2$. The dipole therefore decreases at $8(-\dot a)+4(-\dot b)=16p_1(w_1+w_2+w_3)$, starting from $\langle z^2\rangle=8(p_1+p_2)$. The mean initial rate and the slow weight are

$$m=\frac{2w_4(w_1+w_2+w_3)}{w_3+w_4},\qquad g_{\rm slow}=\frac{\lambda_{\rm fast}-m}{\lambda_{\rm fast}-\lambda_{\rm slow}},$$

the second following from $\sum_kg_k\lambda_k=m$.

If $w_4=w_1+w_2$, the starting vector is an eigenvector with rate $2w_4$. The other rate, from the trace, is $4w_4+2w_3$. The fast mode then exists but has zero weight, and the dielectric response is a single Debye term.

For $E_g$, let the stress energies have the pattern of part (b) with amplitudes $A$ and $B$ in the two shells. The start is $a=p_1A$, $b=p_2B$, and the squared patterns sum to 24 and 12. The same steps give

$$m_E=\frac{24A[(6w_1+2w_3)A-w_3B]+12Bw_3(4B-2A)}{24A^2+12(w_3/w_4)B^2}
=\frac{12w_1A^2+4w_3(A^2-AB+B^2)}{2A^2+(w_3/w_4)B^2}.$$

The slow weight follows from the same formula as before, with the $E_g$ rates. Here too, special values of $B/A$ can hide one mode.

A useful limit is $w_4$ much larger than the other rates. The slow rate then tends to the determinant of the block divided by $4w_4$:

$$\lambda_{T_{1u}}\to2w_1+2w_2+w_3,\qquad \lambda_{E_g}\to6w_1+\tfrac32w_3 .$$

The dipole result has a simple reading. From $(1,0,1)$, a brief visit to $(0,0,2)$ ends on a site with $z=1$ and preserves the dipole component. A visit to $(2,0,0)$ ends on sites whose mean $z$ is zero. One of the two $w_3$ routes therefore relaxes it.

### (e) Calcium-doped sodium chloride

The rough inputs are $a_0=0.564$ nm, an attempt frequency of $5\times10^{12}$ s$^{-1}$, 100 ppm of dopant, and barriers of 0.72, 0.80, 0.67 and 0.63 eV for $w_1$ to $w_4$. At 350 K the rates are 214.5, 15.1, 1125.6 and 4240.0 s$^{-1}$, and 88% of the pairs are in the first shell. The digits here and below are kept only so that the arithmetic can be followed; the rough barriers do not justify them.

For the dielectric modes, $w_1+w_2+w_3=1355.3$ and $2w_4=8480.1$ s$^{-1}$, so

$$\lambda_{T_{1u}}=9835.3\pm8357.9=1477\ \text{and}\ 18193\ \text{s}^{-1}.$$

For the elastic modes,

$$\lambda_{E_g}=10249.2\pm7388.0=2861\ \text{and}\ 17637\ \text{s}^{-1},$$

$$\lambda_{T_{2g}}=858.0+2251.3=3109\ \text{s}^{-1}.$$

The five relaxation times are 0.68 and 0.055 ms (dielectric), 0.35 and 0.057 ms ($E_g$), and 0.32 ms ($T_{2g}$). The large-$w_4$ limit gives 1585 and 2975 s$^{-1}$ for the slow $T_{1u}$ and $E_g$ rates, which is 7% and 4% above the full results.

The mean dielectric rate is $m=2142$ s$^{-1}$, so

$$g_{\rm slow}=\frac{18193-2142}{18193-1477}=0.96 .$$

The fast dielectric mode carries only 4% of the step. For $E_g$, assume elastic dipoles of equal strength along the pair axis in both shells, so $A=\tfrac12$ and $B=1$. Then $m_E=5252$ s$^{-1}$ and the weights are 0.84 and 0.16.

With full charges $\pm e$ and pair density $n=2.23\times10^{18}$ cm$^{-3}$, the static permittivity step is

$$\Delta\varepsilon=\frac{n e^2(a_0/2)^2\,8(p_1+p_2)}{\varepsilon_0k_BT}=0.079 .$$

The loss peak lies at 237 Hz with height 0.038, close to $\lambda_{\rm slow}/2\pi=235$ Hz. The apparent activation energy of the slow dielectric rate is 0.68 eV. It is not one of the four barriers, because several jumps contribute to this rate.

In a real crystal the vacancy can also leave the two shells. Outer-site energies were estimated from a screened Coulomb attraction with relative permittivity 5.9, and outward barriers from a free-vacancy barrier of 0.65 eV. If return is ignored, escape raises the slow dielectric rate by about 10%, the slow $E_g$ rate by 5% and the $T_{2g}$ rate by 4%. In the same energy model, however, nearly all escaped vacancies soon return, and with return included the rises are only about 2%, 3% and 2%. The $T_{2g}$ rate is only 9% above the slow $E_g$ rate, and an error of 0.05 eV in the barrier for $w_1$ or $w_3$ can reverse their order.

For the slow dielectric rate, the barriers for $w_1$, $w_3$ and $w_4$ matter more. An error of 0.05 eV in one of them changes that jump rate by a factor of 5, and the slow dielectric rate by between 6% and a factor of about 3, depending on the barrier and the sign of the error. The same error in the barrier for $w_2$ changes the slow dielectric rate by at most 8% (8% up or 1.5% down), because exchange is slow here. Dopants may also aggregate, and the contribution of isolated pairs to the step then falls in proportion to the pairs lost. The dissociated fraction of 0.1% in the output rests on a point-charge binding energy of 0.61 eV. With 0.4 eV it would be about 3.5%, and conduction by free vacancies would add a loss more than half as high as the peak at the same frequency. The outer shells would then matter more as well: with the attraction scaled down to 0.4 eV, the rises with return included grow from about 2%, 3% and 2% to about 10%, 14% and 10%. At 1 kV/cm the field energy, taken over one cell edge, is 0.2% of $k_BT$, so linear response is adequate there. The remaining estimates are in the numerical output below.

## Computed results

```
First shell: 1 A1g + 1 Eg + 1 T2g + 1 T1u + 1 T2u
Second shell: 1 A1g + 1 Eg + 1 T1u
Both shells: 2 A1g + 2 Eg + 1 T2g + 2 T1u + 1 T2u
Temperature: 350 K; kT: 0.03016 eV
Cell edge: 0.564 nm; relative permittivity: 5.9
Attempt frequency: 5.0e+12 1/s
Dopant site fraction: 100 ppm
Pair density: 2.230e+18 1/cm3
w1: barrier 0.72 eV, rate 214.50 1/s
w2: barrier 0.80 eV, rate 15.12 1/s
w3: barrier 0.67 eV, rate 1125.63 1/s
w4: barrier 0.63 eV, rate 4240.03 1/s
First-shell population: 88.28 %
Second-shell population: 11.72 %
T1u decay rates: 1477.4, 18193.2 1/s
Eg decay rates: 2861.2, 17637.2 1/s
T2g decay rates: 3109.3 1/s
T2u decay rates: 3568.5 1/s
A1g decay rates: 0.0, 19211.4 1/s
T1u relaxation times: 0.6768, 0.0550 ms
Eg relaxation times: 0.3495, 0.0567 ms
T2g relaxation times: 0.3216 ms
Dielectric weights slow, fast: 0.9603, 0.0397
Eg shell amplitudes A, B: 0.50, 1.00 (relative)
Eg weights slow, fast: 0.8382, 0.1618
Static permittivity step: 0.0792
Loss peak: 236.7 Hz, height 0.0383
Apparent activation energy, slow T1u: 0.6830 eV
Neglected effects:
Free-vacancy barrier used for escape: 0.65 eV
Binding energy, first shell: 0.612 eV; second: 0.572 eV
Escape routes per site, first, second: 5, 8
Escape rate per site, first, second: 133.7, 295.1 1/s
Rate rise by escape without return, T1u: 9.8, 1.6 %
Rate rise by escape without return, Eg: 4.9, 1.6 %
Rate rise by escape without return, T2g: 4.3 %
Dissociated fraction: 0.106 %
Field energy over kT at 1 kV/cm: 0.00187
Mean pair spacing: 7.65 nm
Pair interaction over kT: 0.00287
Leading tunnelling correction to a rate: 1.96 %
Rate factor for 0.05 eV barrier error: 5.25
```
